# Marcus–Hush–Chidsey Electrode Rates: Detailed Balance, Saturation and the Missing Inverted Region, part 2

A molecule at a fixed distance from a metal has one orbital, empty in the oxidized form O and full in the reduced form R; spin is left out. We study how its reduction and oxidation rates, $k_{\rm red}$ and $k_{\rm ox}$, depend on the driving force for reduction, $w=-e\eta$, where $\eta$ is the electrode potential minus the formal potential and $e>0$. Electron energies $\varepsilon$ are measured from the Fermi level, and metal states are filled with probability

$$f(\varepsilon)=\frac{1}{1+e^{\varepsilon/kT}},\qquad 1-f(\varepsilon)=f(-\varepsilon).$$

The coupling is weak, $\Gamma\ll kT$, with $\Gamma=2\pi\rho|V|^2$, $\rho$ the number of metal states per unit energy and $V$ the matrix element.

The nuclei are classical, with reorganization energy $\lambda$. They are frozen during a crossing, and Section 3 assumes that they restore their thermal distribution faster than transfer depletes it. The orbital lies at $X-w$. In O, $X$ is Gaussian with mean $\lambda$, variance $2\lambda kT$ and density

$$p(x)=\frac{1}{\sqrt{4\pi\lambda kT}}\exp\!\left[-\frac{(x-\lambda)^2}{4\lambda kT}\right].$$

One filled metal state gives the Marcus rate

$$k_\varepsilon=\frac{2\pi}{\hbar}\,\frac{|V|^2}{\sqrt{4\pi\lambda kT}}\exp\!\left[-\frac{(\lambda+\Delta G)^2}{4\lambda kT}\right],\qquad \Delta G=-w-\varepsilon .$$

It falls once $w>\lambda-\varepsilon$: the inverted region. Summed over a wide band with constant $\Gamma$,

$$k_{\rm red}=\frac{\Gamma}{\hbar}K(w),\qquad k_{\rm ox}=\frac{\Gamma}{\hbar}K(-w),$$

$$K(w)=\int d\varepsilon\,f(\varepsilon)\,p(w+\varepsilon)=\langle f(X-w)\rangle,\qquad K(w)=e^{w/kT}K(-w).$$

Section 7 showed that detailed balance holds for any energy dependence of $\rho|V|^2$:

$$\frac{k_{\rm red}}{k_{\rm ox}}=e^{w/kT}=e^{-e\eta/kT}.$$

The example has $\lambda=0.80$ eV, $T=300$ K, $kT=0.02585$ eV, $|V|=1$ meV, $\rho=0.20$ per eV and $\Gamma/\hbar=1.909\times10^9$ s$^{-1}$. The computed values at the end also include two earlier checks: the decay of a level into an explicit band, and a quantum sum that treats the nuclear coordinate as a quantum oscillator.

### 10. There is no inverted region

In the form $K=\langle f(X-w)\rangle$, the distribution of $X$ does not depend on $w$, so the derivative acts on the Fermi function alone. From its definition,

$$\frac{df}{d\varepsilon}=-\frac{1}{kT}\,\frac{e^{\varepsilon/kT}}{(1+e^{\varepsilon/kT})^2}=-\frac{f(1-f)}{kT}.$$

Since $w$ enters with a minus sign, the two signs cancel:

$$\boxed{\,\frac{dK}{dw}=\frac{1}{kT}\,\big\langle f(X-w)\,[1-f(X-w)]\big\rangle>0\,}$$

The integrand is positive for every $X$. The reduction rate therefore rises strictly with driving force, whatever the values of $\lambda$ and $T$.

This does not contradict the inverted region of a single metal state. When $w$ grows past $\lambda-\varepsilon$, the state at $\varepsilon$ does lose rate. But the Gaussian $p(w+\varepsilon)$, viewed as a function of $\varepsilon$, has only moved down in energy without changing its area. What one state loses, deeper states gain, and the deeper states are at least as full.

### 11. The plateau and the way it is reached

As $w\to\infty$, $f(X-w)\to1$ for each fixed $X$. The integrand $p(x)f(x-w)$ never exceeds $p(x)$, whose integral is one, so the limit may be taken inside the integral:

$$K(w)\to1,\qquad k_{\rm red}\to\frac{\Gamma}{\hbar}=\frac{2\pi}{\hbar}\rho|V|^2 .$$

The limiting rate contains neither $\lambda$ nor $T$. Whatever the nuclei are doing, the orbital faces a filled state, and only the electronic coupling limits the transfer. For oxidation, $K(-w)$ approaches the same plateau at large positive $\eta$.

The symmetry of the Gaussian gives more. The variables $X$ and $2\lambda-X$ have the same distribution, so

$$1-K(w)=\langle1-f(X-w)\rangle=\langle f(w-X)\rangle=\langle f(X-(2\lambda-w))\rangle .$$

In the last step $X$ was replaced by $2\lambda-X$, which turns $w-X$ into $w-2\lambda+X$. The result is a reflection rule:

$$\boxed{\,K(w)+K(2\lambda-w)=1\,}$$

At $w=\lambda$ both terms are equal, so $K(\lambda)=\tfrac12$. The driving force that gives the maximum of the Marcus curve for a state at the Fermi level here gives half the plateau rate.

Now apply detailed balance to $K(2\lambda-w)$:

$$1-K(w)=e^{-(w-2\lambda)/kT}\,K(w-2\lambda).$$

Once $w$ exceeds $2\lambda$ by enough that $K(w-2\lambda)$ is close to one, the missing fraction decays as a pure exponential with decay constant $kT$. Since $K(\lambda)=\tfrac12$, this requires $w$ well beyond $3\lambda$: in the example the factor $K(w-2\lambda)$ is 0.5 at $w=2.4$ eV and 0.972 at 2.8 eV. For smaller $w$ the missing fraction falls more slowly than $e^{-w/kT}$.

The printed values can be checked against the reflection rule by hand:

- At $w=1.2$ eV the partner is $2\lambda-w=0.4$ eV, where $K=0.02766$. The rule gives $K(1.2)=1-0.02766=0.97234$, the printed value.
- At $w=1.6$ eV the partner is $w=0$, where $K=6.49\times10^{-5}$. The rule gives $K(1.6)=0.99994$, again as printed.

The slow reaction at equilibrium and the small shortfall at $w=2\lambda$ are the same number.

### 12. Small driving force

Near equilibrium the rate is governed by an activation barrier. To expose it, write the Fermi function as

$$f(\varepsilon)=\frac{e^{-\varepsilon/2kT}}{2\cosh(\varepsilon/2kT)}$$

and expand the square in the exponent of $p(w+\varepsilon)$:

$$-\frac{(w+\varepsilon-\lambda)^2}{4\lambda kT}=-\frac{(w+\varepsilon)^2}{4\lambda kT}+\frac{w+\varepsilon}{2kT}-\frac{\lambda}{4kT}.$$

The term $\varepsilon/2kT$ cancels the exponent from the Fermi function, which leaves

$$K(w)=\frac{e^{-\lambda/4kT}\,e^{w/2kT}}{\sqrt{4\pi\lambda kT}}\,J(w),\qquad
J(w)=\int d\varepsilon\,\frac{e^{-(w+\varepsilon)^2/4\lambda kT}}{2\cosh(\varepsilon/2kT)} .$$

Changing $\varepsilon$ to $-\varepsilon$ shows that $J(-w)=J(w)$. Detailed balance is visible again, since only $e^{w/2kT}$ distinguishes the two directions.

At $w=0$ and for $\lambda\gg kT$, the Gaussian in $J$ is much wider than the hyperbolic factor, so expand it as $1-\varepsilon^2/4\lambda kT$. With $\varepsilon=2kTu$, two integrals are needed:

$$\int\frac{d\varepsilon}{2\cosh(\varepsilon/2kT)}=kT\!\int\!\frac{du}{\cosh u},\qquad
\int\frac{\varepsilon^2\,d\varepsilon}{2\cosh(\varepsilon/2kT)}=4(kT)^3\!\int\!\frac{u^2du}{\cosh u}.$$

Both follow from $F(s)=\int e^{isu}du/\cosh u$. Shifting the path upward by $i\pi$ changes the sign of $\cosh u$ and multiplies the numerator by $e^{-\pi s}$. The closed contour between the two paths encloses the pole at $u=i\pi/2$, where the residue is $e^{-\pi s/2}/\sinh(i\pi/2)=e^{-\pi s/2}/i$. Hence

$$F(s)\,(1+e^{-\pi s})=2\pi e^{-\pi s/2},\qquad F(s)=\frac{\pi}{\cosh(\pi s/2)}=\pi-\frac{\pi^3s^2}{8}+\dots$$

The definition of $F$ has the expansion $\int du/\cosh u-\tfrac12s^2\int u^2du/\cosh u+\dots$. Comparing powers of $s$ gives $\pi$ and $\pi^3/4$ for the two $u$ integrals. Therefore

$$J(0)\approx\pi kT-\frac{\pi^3(kT)^3}{4\lambda kT}=\pi kT\left[1-\frac{\pi^2kT}{4\lambda}\right],$$

$$K(0)\approx\sqrt{\frac{\pi kT}{4\lambda}}\;e^{-\lambda/4kT}\left[1-\frac{\pi^2kT}{4\lambda}\right].$$

The barrier is $\lambda/4$, the Marcus barrier at zero driving force. The square root reflects the fact that states within a few $kT$ of the Fermi level take part.

For the example, the leading factor alone is $6.96\times10^{-5}$, and with the bracket it is $6.40\times10^{-5}$. The full integral is $6.49\times10^{-5}$. Relative to the full integral, the errors are about 7% and 1%. The equilibrium rate in each direction is

$$(1.909\times10^9\ \text{s}^{-1})(6.487\times10^{-5})=1.24\times10^{5}\ \text{s}^{-1}.$$

### 13. The transfer coefficient

The local slope of the logarithmic rate curve is measured by

$$\alpha(w)=kT\,\frac{d\ln K}{dw}=\frac{\langle f(1-f)\rangle}{\langle f\rangle},$$

where $f$ is taken at $X-w$ and the last form uses Section 10. In terms of the metal states, $\alpha$ is the mean of the vacancy $1-f(\varepsilon)$, each state being weighted by its share of the rate, $f(\varepsilon)p(w+\varepsilon)/K$. Call this weighted mean $\langle\cdot\rangle_w$, so that $\alpha=\langle1-f\rangle_w$.

At $w=0$ the factor $J$ is even and has zero slope, and $e^{w/2kT}$ gives $\alpha(0)=\tfrac12$.

The same slope can be found by differentiating $p(w+\varepsilon)$ instead of $f$. Since $\partial\ln p(w+\varepsilon)/\partial w=-(w+\varepsilon-\lambda)/2\lambda kT$,

$$\alpha=\frac{\lambda-w-\langle\varepsilon\rangle_w}{2\lambda},\qquad\text{or}\qquad
\langle\varepsilon\rangle_w=\lambda(1-2\alpha)-w .$$

This ties the slope of the curve to the mean energy of the donated electrons. At $w=0.4$ eV, for instance, $\alpha=0.2845$ gives $0.80(1-0.5690)-0.4=-0.0552$ eV, which is the mean donor energy that the program finds by direct integration.

To see how $\alpha$ changes, differentiate $\langle1-f\rangle_w$. Raising $w$ multiplies the weight of each state by a factor whose logarithmic derivative is $-\varepsilon/2\lambda kT$ plus terms independent of $\varepsilon$. These terms drop out on normalization, so

$$\frac{d\alpha}{dw}=-\frac{1}{2\lambda kT}\Big[\langle(1-f)\,\varepsilon\rangle_w-\langle1-f\rangle_w\langle\varepsilon\rangle_w\Big].$$

The bracket is a covariance. If $a$ and $b$ are two energies drawn independently from the weighted distribution, it equals half the mean of $[f(b)-f(a)](a-b)$. Because $f$ decreases, this product is positive whenever $a\neq b$. Hence $\alpha$ falls strictly as $w$ increases.

The Butler–Volmer law with a fixed coefficient of one half, $K(0)e^{w/2kT}$, is thus the tangent to the logarithmic curve at $w=0$. For $w>0$ it lies above the true rate, because $\alpha<\tfrac12$ there. The numbers show how soon this matters:

| $w$ (eV) | $K$ | Butler–Volmer | $\alpha$ |
|---|---|---|---|
| 0.0 | $6.49\times10^{-5}$ | $6.49\times10^{-5}$ | 0.500 |
| 0.2 | $2.03\times10^{-3}$ | $3.10\times10^{-3}$ | 0.391 |
| 0.4 | $2.77\times10^{-2}$ | $1.49\times10^{-1}$ | 0.285 |
| 0.8 | 0.500 | 340 | 0.099 |
| 1.2 | 0.972 | $7.8\times10^{5}$ | 0.008 |

At 0.2 eV the extrapolation is too high by a factor of about 1.5, and at 0.4 eV by a factor of about 5. At 0.8 eV it exceeds the plateau itself by a factor of 340.

### 14. Which electrons are transferred

At equilibrium $\alpha=\tfrac12$, and the relation of Section 13 gives $\langle\varepsilon\rangle_w=0$: on average the electrons come from the Fermi level. At large driving force $\alpha\to0$, and

$$\langle\varepsilon\rangle_w\to\lambda-w .$$

For such a state $\Delta G=-w-\varepsilon=-\lambda$, so the Marcus barrier vanishes. In the example the mean donor energy is $-0.158$ eV at $w=0.8$ eV, $-0.413$ eV at 1.2 eV and $-1.200$ eV at 2.0 eV. The last value equals $\lambda-w$ to the printed precision.

The electrons at the Fermi level are still there, and transfer from them is still more exothermic than transfer from any state below that level. But at $w=2.0$ eV the rate from a state at the Fermi level is only $2.8\times10^{-8}$ of its own maximum. The plateau is carried by electrons from deeper in the band.

### 15. What happens when the band has a bottom

This dependence on deep states shows where saturation can fail. Let $\rho|V|^2$ be constant between $-D$ and $D$ and zero outside. The rate fraction becomes

$$K_D(w)=\int_{-D}^{D}d\varepsilon\,f(\varepsilon)\,p(w+\varepsilon).$$

Since $f\le1$, and since $x=w+\varepsilon$ is at least $w-D$ in this integral,

$$K_D(w)\le\int_{w-D}^{\infty}p(x)\,dx .$$

The right side is the probability that $X$ exceeds $w-D$. It tends to zero as $w\to\infty$, so the rate must eventually fall. At $w=\lambda+D$ the bound is one half. Physically, the orbital then spends half its time below the bottom of the band, where it faces no metal states.

With $D=1.0$ eV the program gives:

| $w$ (eV) | $k_{\rm red}/(\Gamma/\hbar)$ |
|---|---|
| 0.8 | 0.500 |
| 1.2 | 0.971 |
| 1.6 | 0.837 |
| 1.8 | 0.500 |
| 2.2 | 0.025 |

The rate rises to near the plateau and then inverts. At $w=\lambda+D=1.8$ eV it equals the bound of one half to the printed digits, because the states that contribute there are almost all full. Detailed balance still holds for this band, as Section 7 requires, and the numerical check confirms it at $w=2.2$ eV, well inside the inverted region.

More generally, let $\Gamma(\varepsilon)=2\pi\rho(\varepsilon)|V(\varepsilon)|^2$ vary with energy. At large $w$ the Fermi factor is one wherever the Gaussian is appreciable. Provided $\Gamma(\varepsilon)$ does not vanish over that range, so that the integral is not decided by the tail of the Gaussian near or above the Fermi level,

$$k_{\rm red}(w)\approx\frac{1}{\hbar}\int d\varepsilon\,\Gamma(\varepsilon)\,p(w+\varepsilon).$$

This is $\Gamma/\hbar$ averaged over a window centred at $\varepsilon=\lambda-w$ with standard deviation $\sqrt{2\lambda kT}$. The rate curve then follows the smoothed coupling strength of the band at that depth. It is level if the coupling strength is level, and it may rise or fall if it is not.

### 16. The rates in both directions

For the wide flat band the rates of the example are:

| $w$ (eV) | $k_{\rm red}$ (s$^{-1}$) | $k_{\rm ox}$ (s$^{-1}$) |
|---|---|---|
| 0.0 | $1.24\times10^{5}$ | $1.24\times10^{5}$ |
| 0.4 | $5.28\times10^{7}$ | $1.01\times10^{1}$ |
| 0.8 | $9.55\times10^{8}$ | $3.47\times10^{-5}$ |
| 1.2 | $1.86\times10^{9}$ | $1.29\times10^{-11}$ |
| 1.6 | $1.91\times10^{9}$ | $2.52\times10^{-18}$ |
| 2.0 | $1.91\times10^{9}$ | $4.81\times10^{-25}$ |

A driving force of 1.6 eV corresponds to an overpotential of $-1.6$ V. Between 1.6 and 2.0 eV the reduction rate hardly changes, yet the ratio of the rates must still grow by $e^{0.4/0.025852}$. Almost the whole of that growth comes from the oxidation rate, which falls as $e^{-w/kT}$ once reduction has saturated. Saturation and detailed balance are compatible because balance fixes the ratio of the two rates and leaves one of them free to level off, provided the other keeps falling.

The plateau also relaxes one of the assumptions. In Section 3 the nuclei had to restore their thermal distribution faster than transfer depleted it. Where $f(X-w)$ is close to one for all likely $X$, each nuclear configuration reacts at the same rate $\Gamma/\hbar$. No configuration is depleted in preference to another, and the distribution keeps its shape even if the nuclei relax slowly. The requirement matters on the rising part of the curve, where some of the likely configurations face filled states and react while others do not.

## Computed values

```
reorganization energy lam = 0.80 eV
temperature = 300 K
thermal energy kT = 0.025852 eV
coupling V = 0.0010 eV
density of states rho = 0.20 per eV
Gamma = 1.2566e-06 eV
plateau rate Gamma/hbar = 1.9092e+09 1/s
gap standard deviation = 0.2034 eV
K(0) = 6.4872e-05
K(0), leading estimate = 6.9566e-05
K(0), with first correction = 6.4019e-05
rate at w=0 = 1.2385e+05 1/s
w (eV) | k_red (1/s) | k_ox (1/s) | ln(k_red/k_ox) | w/kT
0.0 | 1.2385e+05 | 1.2385e+05 | 0.0000 | 0.0000
0.2 | 3.8835e+06 | 1.6958e+03 | 7.7363 | 7.7363
0.4 | 5.2809e+07 | 1.0069e+01 | 15.4727 | 15.4727
0.8 | 9.5458e+08 | 3.4706e-05 | 30.9454 | 30.9454
1.2 | 1.8564e+09 | 1.2869e-11 | 46.4181 | 46.4181
1.6 | 1.9090e+09 | 2.5235e-18 | 61.8908 | 61.8908
2.0 | 1.9092e+09 | 4.8120e-25 | 77.3635 | 77.3635
BV = K(0)exp(w/2kT); level = Marcus rate at e=0 over its maximum
w (eV) | K | level | BV | alpha | mean donor energy (eV)
0.0 | 6.4872e-05 | 4.3666e-04 | 6.487e-05 | 0.5000 | 0.0000
0.2 | 2.0342e-03 | 1.2885e-02 | 3.104e-03 | 0.3909 | -0.0255
0.4 | 2.7661e-02 | 1.4456e-01 | 1.486e-01 | 0.2845 | -0.0552
0.8 | 5.0000e-01 | 1.0000e+00 | 3.402e+02 | 0.0989 | -0.1582
1.2 | 9.7234e-01 | 1.4456e-01 | 7.791e+05 | 0.0081 | -0.4130
1.6 | 9.9994e-01 | 4.3666e-04 | 1.784e+09 | 0.0000 | -0.8001
2.0 | 1.0000e+00 | 2.7563e-08 | 4.086e+12 | 0.0000 | -1.2000
band from -1.0 to 1.0 eV: w (eV) | k_red/(Gamma/hbar)
0.8 | 0.5000
1.2 | 0.9708
1.6 | 0.8372
1.8 | 0.5000
2.2 | 0.0246
explicit band decay rate over Gamma/hbar = 1.0054
quantum sum over classical K(0), minus 1:
  vibrational quantum 0.010 eV: 0.02736
  vibrational quantum 0.005 eV: 0.00679
quantum ln(k_red/k_ox) at w=0.2 eV = 7.7363
quantum K at w=2.4 eV = 1.000000
```
